# Why the dc Kubo conductance ignores the choice of cross sections

**Q:** I drive a current through a thin metal wire. In the Kubo formula a theorist correlates the current through one cross section with that through another. What are the two sections for?

**A:** At one section we measure; at the other we apply the voltage. I take independent electrons with one-particle Hamiltonian \(H\), in a wire joined to two leads. Let \(Q_m\) be the operator that equals one to the right of section \(m\) and zero to its left. The particle current to the right through that section is

\[
J_m=\frac{dQ_m}{dt}=\frac{i}{\hbar}[H,Q_m].
\]

Now drop a voltage \(V\) at section \(n\), so that an electron has its energy lowered by \(eV\) on the right, with \(e>0\):

\[
H'=-eV Q_n .
\]

I count \(eJ_m\) as the current. Electrons carry charge \(-e\), but reversing the signs of both current and voltage leaves their ratio unchanged. The conductance \(G_{mn}\) is the response of \(eJ_m\) divided by \(V\).

**Q:** How does a voltage at one place become a correlation of two currents?

**A:** Start with a long but finite wire, which has discrete states \(a,b\) and Fermi occupations \(f_a,f_b\). Let \(V\) vary as \(e^{-i\omega t}\), switched on slowly. To first order the density matrix obeys \(i\hbar\,\partial_t\delta\rho=[H,\delta\rho]+[H',f]\), so

\[
\delta\rho_{ab}=\frac{-eV(Q_n)_{ab}(f_b-f_a)}{\hbar\omega-E_a+E_b+i0}.
\]

The current is \(e\sum_{ab}(J_m)_{ba}\delta\rho_{ab}\). Exchange the names \(a\) and \(b\), and include a factor 2 for spin:

\[
G_{mn}(\omega)=-2e^2\sum_{ab}
\frac{(f_a-f_b)(J_m)_{ab}(Q_n)_{ba}}{\hbar\omega-\Delta+i0},
\qquad \Delta=E_b-E_a .
\]

The definition of \(J_n\) gives \((J_n)_{ba}=(i/\hbar)\Delta\,(Q_n)_{ba}\), hence \((Q_n)_{ba}=-i\hbar(J_n)_{ba}/\Delta\). Terms with \(\Delta=0\) carry \(f_a-f_b=0\) and drop out beforehand. Therefore

\[
G_{mn}(\omega)=2i\hbar e^2\sum_{ab}\frac{f_a-f_b}{\Delta}\,
\frac{(J_m)_{ab}(J_n)_{ba}}{\hbar\omega-\Delta+i0}.
\]

Next make the leads infinite, so that the levels form a continuum, and only then let \(\omega\to0\). With \(\mathcal P\) the principal value,

\[
\frac{i}{-\Delta+i0}=\pi\delta(\Delta)-i\,\mathcal P\frac1\Delta .
\]

At \(\Delta=0\) the ratio \((f_a-f_b)/\Delta\) becomes \(-f'(E)\). The delta-function part is thus

\[
G^{\delta}_{mn}=2\pi\hbar e^2\int dE\,(-f')\,
{\rm Tr}\,[J_m\,\delta(E-H)\,J_n\,\delta(E-H)],
\]

and the remainder is

\[
K_{mn}=-2i\hbar e^2\,\mathcal P\!\sum_{ab}\frac{f_a-f_b}{\Delta^2}(J_m)_{ab}(J_n)_{ba}.
\]

**Q:** The formula names two places in a disordered wire. Why should the answer not depend on them?

**A:** Take another section \(m'\) to the right of \(m\), and let \(P=Q_m-Q_{m'}\). This operator counts electrons in the slab between the two sections. Subtracting the currents gives

\[
J_m-J_{m'}=\frac{i}{\hbar}[H,P],
\]

which is the continuity equation: inflow minus outflow is the rate of change of the charge in the slab. Between energy eigenstates,

\[
\langle a|J_m-J_{m'}|b\rangle=\frac{i}{\hbar}(E_a-E_b)\langle a|P|b\rangle .
\]

The slab is finite, so \(\langle a|P|b\rangle\) is finite, and the right side vanishes when \(E_a=E_b\). Both delta functions in \(G^\delta_{mn}\) select the same energy, so

\[
\delta(E-H)\,(J_m-J_{m'})\,\delta(E-H)=0 .
\]

I can therefore replace \(J_m\) by \(J_{m'}\) without changing the trace. The same argument moves \(n\), and the two sections may coincide.

In physical terms, two states of equal energy have no relative oscillation in time. Their superposition has a steady density, the slab neither fills nor empties, and what enters it must leave. Disorder changes the pattern of flow inside the slab but not this balance.

**Q:** By that argument \(J_m=(i/\hbar)[H,Q_m]\) should itself vanish between states of equal energy. Then there would be no current at all.

**A:** The difference is that \(Q_m\) extends to infinity. Take a clean channel with the section at \(x=0\), and right-moving waves \(e^{ikx}/\sqrt{2\pi\hbar v}\), normalized to a delta function of energy. For nearby \(k\) and \(k'\),

\[
\langle k|Q|k'\rangle=\frac{1}{2\pi\hbar v}\int_0^\infty e^{i(k'-k)x}dx
=\frac{1}{2\pi\hbar v}\,\frac{i}{k'-k+i0}.
\]

Multiply by \((i/\hbar)(E_k-E_{k'})\simeq-iv(k'-k)\). The small difference cancels the divergence, and the limit is

\[
\langle k|J|k'\rangle\to\frac{1}{2\pi\hbar}.
\]

A half-infinite lead can take up charge for ever; a finite slab cannot. For the same reason a closed finite wire has no dc conductance: there the matrix elements of \(Q_m\) between the discrete, normalized states are all finite, and the equal-energy matrix elements of \(J_m\) do vanish. This is why the leads must become infinite before the frequency goes to zero.

**Q:** You have set \(K_{mn}\) aside. Does it spoil the result, perhaps in a magnetic field?

**A:** It vanishes, with or without a field. First move \(m\) to \(m'\). Insert \((J_m-J_{m'})_{ab}=-(i/\hbar)\Delta P_{ab}\) and \((J_n)_{ba}=(i/\hbar)\Delta (Q_n)_{ba}\). The product of the prefactors is \(\Delta^2/\hbar^2\), which cancels the denominator:

\[
K_{mn}-K_{m'n}=-\frac{2ie^2}{\hbar}\sum_{ab}(f_a-f_b)P_{ab}(Q_n)_{ba}
=-\frac{2ie^2}{\hbar}{\rm Tr}\big(f[P,Q_n]\big)=0 .
\]

Any part of \(Q_n\) concentrated at \(\Delta=0\) is removed by \(f_a-f_b\). The commutator is zero because \(P\) and \(Q_n\) are both functions of position. So \(K_{mn}\) does not depend on \(m\), and I may set \(m=n\). Its summand is then

\[
\frac{f_a-f_b}{\Delta}\,|(J_n)_{ab}|^2\,\frac1\Delta .
\]

Under exchange of \(a\) and \(b\) the first ratio and the squared modulus are unchanged, while the last factor changes sign. The terms cancel in pairs, so \(K_{nn}=0\) and hence \(K_{mn}=0\). Time-reversal symmetry was not used.

**Q:** What value do all these choices share?

**A:** Put both sections far out in the clean right lead and use scattering states of energy \(E\). A state arriving from the left has outgoing amplitudes \(t\) there. One arriving from the right has incoming amplitude 1 and outgoing amplitudes \(r'\). The lead modes are normalized so that each carries flux \(1/(2\pi\hbar)\). Cross terms between modes of different wave number would vary along the lead, which the result above forbids, so they vanish. Modes that share a wave number are chosen so that their cross terms vanish too. Evanescent waves have died out. Outgoing minus incoming flux then gives

\[
J=\frac{1}{2\pi\hbar}
\begin{pmatrix} t^\dagger t & t^\dagger r'\\ r'^\dagger t & r'^\dagger r'-1\end{pmatrix}.
\]

Unitarity of scattering supplies \(tt^\dagger+r'r'^\dagger=1\) and \(t'^\dagger t'+r'^\dagger r'=1\), where \(t'\) is transmission from right to left. The lower right block is therefore \(-t'^\dagger t'\), and

\[
(2\pi\hbar)^2{\rm Tr}J^2={\rm Tr}(t^\dagger t\,t^\dagger t)+2\,{\rm Tr}(t^\dagger r'r'^\dagger t)+{\rm Tr}(t'^\dagger t')^2 .
\]

The first term and one of the two cross terms add to

\[
{\rm Tr}\,t^\dagger(tt^\dagger+r'r'^\dagger)t={\rm Tr}\,t^\dagger t=T .
\]

The other cross term is

\[
{\rm Tr}\,r'^\dagger(1-r'r'^\dagger)r'={\rm Tr}\,r'^\dagger r'(1-r'^\dagger r')
={\rm Tr}\,(1-t'^\dagger t')\,t'^\dagger t' .
\]

Together with the last term it gives \({\rm Tr}\,t'^\dagger t'\). This also equals \(T\), since both traces are the number of right-lead channels minus \({\rm Tr}\,r'^\dagger r'\). The sum is \(2T\), so

\[
G=2\pi\hbar e^2\int dE(-f')\frac{2T(E)}{(2\pi\hbar)^2}
=\frac{2e^2}{h}\int dE\,(-f')\,T(E),
\]

which is the Landauer formula.

**Q:** In my wire the voltage does not drop at one section. It drops at defects and contacts, in a pattern I do not know.

**A:** Write the pattern as drops \(V_n\) at many sections, curved where the potential varies across the wire. The proof used only that \(Q_n\) is a function of position and that two sections differ by a finite region, so it holds for curved sections too. Linear response adds their effects:

\[
I=\sum_n G_{mn}V_n=G\sum_n V_n=GV .
\]

Only the total drop enters. This covers the potential set up by the rearranged electrons if they are treated in a mean field and that potential settles into a static pattern within a finite region, with non-interacting leads beyond it. \(V\) is then the drop between the two leads, not between two points beside the defects. If the mean-field interaction extends along infinite one-dimensional leads, the induced potential keeps spreading outward and \(I=GV\) no longer holds. The pattern still matters for the response at finite frequency.

**Q:** Can this be checked without assuming the delta-function formula?

**A:** Yes, by following a voltage step in time. I took a lattice strip three sites wide with hopping 1 eV. Its nine central slices contain disorder, extra hopping to the second-next slice, and complex phases on the nearest-slice hops. The phases break time-reversal symmetry, as a magnetic field would, but they do not model a particular field. The whole strip has 240 slices and closed ends. After a small voltage step, the linear response was averaged smoothly between times 30 and 110 \(\hbar\)/eV. The fastest electrons in the clean parts cover two slices per \(\hbar\)/eV, so the main reflection from the ends returns only at about 112 \(\hbar\)/eV. Its weak leading edge arrives shortly before 110, where the averaging weight is almost zero. This calculation keeps the contribution of \(K_{mn}\).

Three measuring sections and three driving sections give nine plateaus, between 2.00823 and 2.00832 in units of \(2e^2/h\). The Landauer value, thermally averaged with \(k_BT=0.08\) eV, is 2.00827. The test required agreement within 1 %.

The current operators themselves do differ. For one pair of sections, the largest element of \(2\pi\delta(E-H)\,(J_m-J_{m'})\,2\pi\delta(E'-H)\), with \(\hbar J\) in eV, is 3.6 per eV when the energies are 0 and 0.2 eV. When both are 0 it is \(2\times10^{-15}\), which is rounding error.

**Q:** Show me numbers for something like a copper wire.

**A:** Take a cubic lattice with one orbital per site, spacing 0.25 nm and hopping 1 eV. The wire is 1 nm by 1 nm, with 5 nm of disorder between clean leads. Site energies in the disordered part are spread evenly over 2 eV. The Fermi energy lies 0.5 eV above the band centre, which gives 1.16 electrons per site and 12 open channels.

For a finite piece of wire the leads enter through self-energies \(\Sigma_L,\Sigma_R\), with \(\mathcal G=(E-H-\Sigma_L-\Sigma_R)^{-1}\) and \(A=i(\mathcal G-\mathcal G^\dagger)=2\pi\delta(E-H)\). Dividing the Kubo formula at one energy by \(2e^2/h=e^2/(\pi\hbar)\) gives

\[
g_{mn}=\frac{\hbar^2}{2}{\rm Tr}[J_mAJ_nA].
\]

All 529 ordered pairs of the 23 sections give \(g=3.7329\), equal to the separately computed transmission within about \(10^{-14}\). At low temperature,

\[
G=3.7329\times77.481\ \mu{\rm S}=289.2\ \mu{\rm S}.
\]

The resistance is 3.46 kΩ, and 1 mV drives 0.289 μA.

**Q:** How close is that to a real interconnect?

**A:** The spacing, the bandwidth and the filling of about one electron per site are roughly those of copper. The 1 nm width suits atomistic transport calculations, but it is far below that of manufactured lines, which are roughly 10 nm wide or more. The disorder is a chosen strength, not a measured defect density. The model omits copper's other bands, spin-orbit coupling and correlation beyond a mean field, and I have not sized these. Thermal smearing at 300 K changes \(T\) by \(-0.3\) % in this sample. That small value is accidental: other samples with the same disorder strength typically change by 3 to 4 %, in either direction. Loss of phase coherence at room temperature is also left out. Its effect on the true resistance needs a calculation that returns scattered electrons to the wire, which this one does not do.

**Q:** Suppose I put a scattering time into the Green functions as an imaginary energy \(i\eta\). Are the sections still equivalent?

**A:** No. The wave then obeys \(i\hbar\,\partial_t\psi=(H-i\eta)\psi\), and its density has an extra loss rate \(2\eta/\hbar=1/\tau\). Electrons disappear between the sections. In a clean channel of velocity \(v\), the energy shift \(i\eta\) changes \(k\) by \(i\eta/\hbar v\), and a product of two amplitudes decays over a distance \(x\) as

\[
e^{-2\eta x/\hbar v}.
\]

On a chain with 1 eV hopping at \(E=-0.5\) eV, \(\hbar v\) is 1.936 eV times the spacing. With \(\eta=0.005\) eV and 20 added sites the exponent is \(-0.2/1.936=-0.1033\), a factor of 0.9019. The computed ratio agrees to five decimals.

For the nanowire, a rough room-temperature scattering time of 25 fs gives \(\eta=13.2\) meV. With both sections in the middle, \(g=4.49\); with sections at opposite ends, \(g=2.25\). These lie 20 % above and 40 % below the coherent value. Loss alone would not raise \(g\). With \(\Gamma=i(\Sigma-\Sigma^\dagger)\), the broadened spectral function is \(A=\mathcal G(\Gamma_L+\Gamma_R+2\eta)\mathcal G^\dagger\), so \(\eta\) also acts as a source spread through the wire. Without that source term the mid-wire value is 2.20. Coincident sections elsewhere in the wire give up to 5.85. Neither is a prediction of the warm resistance. The spread shows that broadening alone is inadequate at this \(\eta\). With a rough cold value of 10 ps, the end-to-end result is only 0.14 % below the coherent one. Doubling that small \(\eta\) doubles the deficit, as expected for a loss of first order in \(\eta\).

**Q:** Suppose a first-principles code averages over disorder. Does that cause the same trouble?

**A:** It depends on what is averaged. Each disordered sample has a section-independent conductance, so the average of these conductances is section-independent too. For 100 samples the mean transmission is \(3.76\pm0.04\) (standard error); with 900 samples it becomes 3.70. If one instead averages the Green function first and inserts it into the Kubo formula, the result is 11.5 with both sections in the middle and 0.28 with sections at opposite ends. These two values still depend on the number of samples: with about 900 they become 11.7 and 0.23. The strong dependence on the sections remains.

The averaged Green function keeps the part of the wave whose phase is the same in every sample. Scattered waves with sample-dependent phases average away, although their intensities still carry current. The missing correlations between the two Green functions are the vertex corrections, and they restore current conservation. Here they lower the mid-wire value and raise the end-to-end value, so that both equal the mean transmission.

**Q:** What else must I watch for?

**A:** The section must be complete. I drove the nanowire across one full section and measured the current through half of each section. The result ranged from 1.56 to 2.10, because current crosses between the halves.

The current operator must be complete as well. In the strip with second-next-slice hopping, the transmission at zero energy is 2.005. Leaving the long hops out of both current operators, while keeping them in \(H\), gives values from 1.76 to 4.17. A nonlocal pseudopotential \(V_{\rm NL}\) calls for the same care: it adds \((i/\hbar)[V_{\rm NL},Q_m]\) to the current.

The leads must be open. Cutting them off the nanowire and using \(\eta=10^{-6}\) eV gives \(g=4.5\times10^{-7}\) with both sections in the middle. Reducing \(\eta\) tenfold reduces \(g\) a hundredfold. The nearest level is 1.4 meV away, so each broadened delta function is proportional to \(\eta\), and the formula contains two.

Finally, the frequency must be low. At finite \(\omega\) the slab stores and releases charge, so the currents at its two ends differ. For a rough size, let all states in the disordered part follow the voltage, without screening. Their density is \(D=104.9\) per eV, and the ratio of charging current to dc current is

\[
\frac{\omega e^2D}{G}\approx1.8\times10^{-3}
\quad\text{at 5 GHz}.
\]

For this short wire dc is then a good approximation at that frequency. A longer wire stores more charge and needs its own estimate. The numerical output lists the main values used here.

## Computed values

```
STRIP WITH FLUX (3 sites wide, hopping 1 eV)
Transmission at E = 0.0 eV: 2.005037
Largest |g_mn - T|, all section pairs: 1.8e-15
Largest on-shell element of A(J_m-J_n)A: 2.1e-15
Same, energies 0.0 and 0.2 eV: 3.642
g without long-hop current: 1.7624 to 4.1748
Thermal transmission, kT = 0.08 eV: 2.00827
Voltage-step plateaus, 9 pairs: 2.00823 to 2.00832
CLEAN CHAIN WITH BROADENING
eta: 0.005 eV; E: -0.5 eV; added distance: 20 sites
g ratio computed: 0.90187; exponential law: 0.90187
WORKED EXAMPLE: MODEL NANOWIRE
Lattice spacing: 0.25 nm; hopping: 1.0 eV
Side: 1.00 nm; disordered length: 5.00 nm
Full width of site-energy disorder: 2.0 eV
Fermi energy from band centre: 0.5 eV
Electrons per site, clean wire: 1.156; open channels: 12
Transmission T: 3.73285961
g for cuts  0,22: 3.73285961 (2e2/h)
g for cuts  0, 0: 3.73285961 (2e2/h)
g for cuts 11,11: 3.73285961 (2e2/h)
g for cuts  5,17: 3.73285961 (2e2/h)
Largest |g_mn - T|, 529 pairs: 1.2e-14
Conductance quantum 2e2/h: 77.4809 uS
Conductance: 289.23 uS; resistance: 3.4575 kOhm
Current at 1 mV: 0.2892 uA
WHERE INDEPENDENCE FAILS (g in 2e2/h)
Half sections: 1.5635 to 2.0994
Closed wire, eta 1e-6 eV: 4.48e-07; eta 1e-7 eV: 4.48e-09
Closed wire, distance to nearest level: 1.397 meV
Rough warm scattering time: 25 fs; eta: 13.16 meV
Warm g, both cuts mid-wire: 4.4876; opposite ends: 2.2458
Rough cold scattering time: 10 ps; eta: 0.0329 meV
Cold g, both cuts mid-wire: 3.73495; opposite ends: 3.72778
End-to-end loss ratio when cold eta doubles: 1.9982
Average transmission, 100 samples: 3.761 +- 0.043
Averaged bubble, both cuts mid-wire: 11.458
Averaged bubble, opposite ends: 0.275
OTHER NEGLECTED EFFECTS
Thermal energy at 300 K: 25.85 meV
Thermally smeared T: 3.7208; change: -0.32 %
Change of mean T over the bias window: -3.0e-04 %
Density of states, disordered part: 104.9 per eV
Unscreened charging/dc current at 5 GHz: 1.8e-03
```
